# Radial Fourier tables of the vdW-DF kernel: tail and core settings

The nonlocal correlation energy of the van der Waals density functional (vdW-DF) is a double integral over the density, with a kernel that tends to an attractive \(r^{-6}\) at large separation and diverges logarithmically at small separation. It can be evaluated as a sum of convolutions using radial Fourier transforms of the kernel, tabulated for every pair of points on a mesh of a local wavenumber \(q\). A radial grid ends at a finite radius, and a uniform one loses accuracy at a logarithm. Two settings result: the radius \(R\) beyond which the kernel is replaced by its asymptote, and the radius \(d_s\) inside which it is replaced by a polynomial, the lost part being restored to leading order by a local term. The algebra is in Hartree atomic units.

## What is tabulated

The energy is \(E=\tfrac12\iint n(\mathbf r)\,\phi(d_1,d_2)\,n(\mathbf r')\), with \(d_1=q(\mathbf r)r_{12}\), \(d_2=q(\mathbf r')r_{12}\) and
\[
\phi=\frac{2}{\pi^2}\int_0^\infty\!\!a^2da\int_0^\infty\!\!b^2db\;W(a,b)\,T,\qquad W=\tfrac23\,[j_0(a)j_0(b)-j_2(a)j_2(b)],
\]
\[
T(w,x,y,z)=\frac12\Big[\frac1{w+x}+\frac1{y+z}\Big]\Big[\frac1{(w+y)(x+z)}+\frac1{(w+z)(y+x)}\Big].
\]
The arguments are \(w=\nu_1(a)\), \(x=\nu_1(b)\), \(y=\nu_2(a)\), \(z=\nu_2(b)\), with \(\nu_i(a)=a^2/[2(1-e^{-\gamma a^2/d_i^2})]\) and \(\gamma=4\pi/9\). Inserting the sines and cosines of \(j_0\) and \(j_2\) gives the trigonometric form in which \(W\) is defined for this functional; the program tests the equality.

Interpolation in \(q\) with cardinal functions, \(p_\alpha(q_\beta)=\delta_{\alpha\beta}\), gives \(\phi\approx\sum p_\alpha(q)p_\beta(q')\phi_{\alpha\beta}(r_{12})\) with \(\phi_{\alpha\beta}(r)=\phi(q_\alpha r,q_\beta r)\). With \(\theta_\alpha=n\,p_\alpha(q)\), the convolution theorem gives
\[
E=\frac12\int\!\frac{d^3K}{(2\pi)^3}\sum_{\alpha\beta}\theta_\alpha^*\theta_\beta\,\phi_{\alpha\beta}(K),\qquad \phi_{\alpha\beta}(K)=4\pi\!\int_0^\infty\! r^2\phi_{\alpha\beta}(r)\,j_0(Kr)\,dr .
\]
For a pair \(q_1\le q_2\), the substitution \(d=q_1r\) gives \(\phi(K)=q_1^{-3}F(K/q_1;\,q_2/q_1)\). On a geometric mesh with ratio \(\lambda\) the second argument takes \(N\) values, so \(N\) tables serve all \(N(N+1)/2\) pairs. If the step in \(\ln K\) is an integer fraction of \(\ln\lambda\), division by \(q_1\) is a shift of the index.

For fixed \(q_1,q_2\) set \(a=kr\), \(b=k'r\). Then \(\nu_i(a)=r^2\omega_i(k)\) with \(\omega_i(k)=k^2/[2(1-e^{-\gamma k^2/q_i^2})]\). Since \(T\) has degree \(-3\) in its arguments, it supplies \(r^{-6}\), which cancels the \(r^6\) of the measure:
\[
\phi(r)=\frac{4}{3\pi^2}\iint k^2k'^2\,[j_0(kr)j_0(k'r)-j_2(kr)j_2(k'r)]\,T(k,k')\,dk\,dk' .
\]
Here \(T(k,k')\) is built from the \(\omega_i\) and does not depend on \(r\), so on a grid uniform in \(\ln k\) the kernel at all radii costs two matrix products. The oscillatory integrals are ended by a smooth error-function window in \(kr\).

## A form without oscillation

With \(\vartheta\) the angle between \(\mathbf k\) and \(\mathbf k'\), \(\sin^2\vartheta=\tfrac23[1-P_2(\cos\vartheta)]\). The plane-wave expansion and the addition theorem give the direction averages \(\langle e^{i\mathbf k\cdot\mathbf r}\rangle=j_0(kr)\) and \(\langle e^{i\mathbf k\cdot\mathbf r}P_2(\hat k\cdot\hat n)\rangle=-j_2(kr)P_2(\hat r\cdot\hat n)\). Used once for each vector, the two minus signs cancel, and \(W=\langle\sin^2\vartheta\,e^{i(\mathbf k+\mathbf k')\cdot\mathbf r}\rangle\). Each \(k^2dk\langle\cdot\rangle\) equals \(d^3k/4\pi\), and the transform over \(\mathbf r\) gives \((2\pi)^3\delta(\mathbf k+\mathbf k'-\mathbf K)\). The prefactor is \((2/\pi^2)(2\pi)^3/(4\pi)^2=1/\pi\):
\[
\phi(K)=\frac1\pi\int d^3k\,\sin^2\vartheta\;T(k,|\mathbf K-\mathbf k|).
\]
With the polar axis along \(\mathbf K\), \(k'^2=K^2+k^2-2Kk\cos\chi\) gives \(d^3k=2\pi kk'\,dk\,dk'/K\). Put \(k,k'=K(s\pm t)/2\), with \(s\ge1\), \(|t|\le1\) and Jacobian \(K^2/2\). The prefactors combine to \(K\,kk'\sin^2\vartheta=K(kk'\sin\vartheta)^2/kk'\). The product \(kk'\sin\vartheta\) is twice the area of the triangle with sides \(k,k',K\), so Heron's formula gives \((kk'\sin\vartheta)^2=K^4(s^2-1)(1-t^2)/4\), and \(kk'=K^2(s^2-t^2)/4\). Hence
\[
\phi(K)=K^3\int_1^\infty\!ds\int_{-1}^1\!dt\;\frac{(s^2-1)(1-t^2)}{s^2-t^2}\,T .
\]
All \(\omega_i\) are positive, so \(\phi(K)>0\) for \(K>0\). At small \(K\) the weight lies at large \(s\), where \(k\approx k'\approx Ks/2\), the fraction tends to \(1-t^2\) with integral \(4/3\), and \(ds=2\,dk/K\). So \(\phi\to\tfrac83K^2\int T(k,k)\,dk\), and \(\phi(0)=0\) for every pair. This sum rule makes \(E\) vanish in the uniform gas. The \((s,t)\) integral involves neither \(R\) nor \(d_s\) and is the reference for the tables below.

## The tail radius

At large \(r\) the Bessel functions select small \(k,k'\). Each \(\omega_i=(q_i^2/2\gamma)(1+\gamma k^2/2q_i^2+\dots)\) is a power series in \(k^2\), so \(T=\sum T_{ml}k^{2m}k'^{2l}\), and the asymptotic series of \(\phi\) follows term by term from Abel-summed integrals (a factor \(e^{-\epsilon a}\), \(\epsilon\to0\)). The basic one is \(\int_0^\infty a^ne^{ia}da=n!\,i^{n+1}\). It is real for odd \(n\) and imaginary for even \(n\), so \(\int a^{\rm odd}\sin a=0\) and \(\int a^{\rm even}\cos a=0\) for non-negative powers. Now \(a^{2+2m}j_0=a^{2m+1}\sin a\) and
\[
a^{2+2m}j_2=3a^{2m-1}\sin a-a^{2m+1}\sin a-3a^{2m}\cos a .
\]
All these integrals vanish except \(3\int\sin a/a\;da=3\pi/2\) at \(m=0\). One term survives: \(\phi\to-(4/3\pi^2)(3\pi/2)^2\,T(0,0)/r^6=-3T(0,0)/r^6\). At \(k=k'=0\), \(w=x=q_1^2/2\gamma\) and \(y=z=q_2^2/2\gamma\). The first bracket with its \(\tfrac12\) is \((w+y)/4wy\) and the second is \(2/(w+y)^2\), so \(T(0,0)=1/[2wy(w+y)]=4\gamma^3/[q_1^2q_2^2(q_1^2+q_2^2)]\) and
\[
\phi\to-\frac{A}{r^6},\qquad A=\frac{12\gamma^3}{q_1^2q_2^2(q_1^2+q_2^2)},\qquad 12\gamma^3=32.665 .
\]
The term-by-term argument finds no \(r^{-8}\) or higher inverse power, but it does not give the size of the remainder. For \(q_1=q_2\) the largest deviation relative to \(-A/r^6\) is \(8.9\times10^{-2}\), \(3.1\times10^{-3}\) and \(9.8\times10^{-5}\) in windows of \(d\) centred on 6, 9 and 12. It falls by about 30 for each step of 3, which is how an exponential behaves. An \(r^{-8}\) term would give a factor near 4 from the first window to the last, and the program tests for all 16 ratios that the factor exceeds 100.

The tail of the transform is \(-4\pi A\int_R^\infty r^{-4}j_0(Kr)\,dr=-4\pi AK^3S(KR)\), with \(S(Y)=\int_Y^\infty a^{-5}\sin a\,da\). Let \(S_n\) and \(C_n\) be the integrals from \(Y\) of \(\sin a/a^n\) and \(\cos a/a^n\). Integration by parts lowers the power: \(S_5=\sin Y/4Y^4+C_4/4\), \(C_4=\cos Y/3Y^3-S_3/3\), \(S_3=\sin Y/2Y^2+C_2/2\), \(C_2=\cos Y/Y-S_1\), \(S_1=\pi/2-\mathrm{Si}\,Y\). Collecting,
\[
S(Y)=\frac{\sin Y}{4Y^4}+\frac{\cos Y}{12Y^3}-\frac{\sin Y}{24Y^2}-\frac{\cos Y}{24Y}+\frac{\pi/2-\mathrm{Si}\,Y}{24}.
\]
As \(Y\to0\), \(S\to(\tfrac14+\tfrac1{12})Y^{-3}\), so the tail at \(K=0\) is \(-4\pi A/3R^3\). Every term of \(S\) is odd in \(Y\) except the constant \(\pi/48\), and the integral over \([0,R]\) is even in \(K\). The table therefore has one odd term at small \(K\), \(-\pi^2AK^3/12\), which carries the long-range attraction. The \((s,t)\) integral reproduces this coefficient to 0.1% at \(K/q_1=0.002\) for the two ratios tested.

The expansion of the \(\omega_i\) needs \(k\ll q_i\) for both wavenumbers, and the Bessel functions select \(k\sim1/r\), so the asymptote requires \(q_1r\gg1\). The radius is therefore set as \(q_1R\), with the smaller wavenumber of the pair; at \(q_1R=20\) the relative deviation of the tabulated kernel from the asymptote is at most \(1.2\times10^{-8}\) over all ratios, a bound that includes the numerical error of the tables themselves. Cutting the kernel at \(R\) without the tail leaves an error of order \(R^{-3}\) at \(K=0\). For equal \(q\) and \(qR=20\) the missing piece of \(F(0)\) is \(-0.2327\) eV. A uniform gas then acquires a spurious \(\tfrac12(n/q^3)(0.2327\ \text{eV})\) per electron. Where \(q\ge k_F\), with \(k_F^3=3\pi^2n\), this is at most \(0.2327\ \text{eV}/6\pi^2=3.9\) meV. With the tail included, \(|F(0)|\) is at most \(10^{-5}\) of the tail value for all ratios, which makes the sum rule a direct check of a table.

## The logarithmic core

For small \(d\) there is a range \(q\ll k,k'\ll1/r\) in which \(\omega_i=k^2/2\) and \(W=W(0,0)=\tfrac23\). There
\[
T_0=\frac{2}{k^2+k'^2}\Big[\frac1{k^2k'^2}+\frac4{(k^2+k'^2)^2}\Big].
\]
With \(k=\rho\cos\psi\), \(k'=\rho\sin\psi\), one has \(k^2k'^2T_0=(2/\rho^2)(1+\sin^22\psi)\). The angular integral over \([0,\pi/2]\) is \(2(\pi/2+\pi/4)=3\pi/2\), and \(\int d\rho/\rho=\ln(1/qr)\) over the range. So \(\phi\approx(2/\pi^2)(2/3)(3\pi/2)\ln(1/d)=-(2/\pi)\ln d\). Because \(\nabla^2\ln r=r^{-2}\) has the transform \(2\pi^2/K\), \(\ln r\) has \(-2\pi^2/K^3\), and \(\phi(K)\to4\pi/K^3\).

The next term comes from \(k\sim q\), \(k'\approx K\). Then \(x\approx z\approx K^2/2\), the first bracket with its \(\tfrac12\) is \(2/K^2\), and \(T-T_0\approx(2/K^4)[1/(\omega_1+\omega_2)-1/k^2]\). The average of \(\sin^2\vartheta\) is \(\tfrac23\), and the region with \(k\) and \(k'\) exchanged doubles the result, so the prefactor is \((1/\pi)(4\pi)(\tfrac23)(2)(2)=\tfrac{32}3\). For equal \(q\), \(k^2/2\omega-1=-e^{-\gamma k^2/q^2}\), whose integral over \(k\) is \(-(q/2)\sqrt{\pi/\gamma}=-3q/4\). The term is \(-8q/K^4\). Since \(\nabla^2r=2/r\) has the transform \(8\pi/K^2\), \(r\) has \(-8\pi/K^4\), and
\[
\phi(d,d)=-\frac2\pi\ln d+c_0+\frac d\pi+\dots
\]
The slope at \(d=10^{-3}\) and the \(K^{-4}\) coefficient are both tested, and the computed constant is \(c_0=-6.284\) eV.

The logarithm is integrable, and panels graded towards the origin handle it. A uniform grid of step \(h\) does less well. The Euler–Maclaurin expansion \(\sum_{j=1}^{L}j^\mu=\zeta(-\mu)+L^{\mu+1}/(\mu+1)+L^\mu/2+\dots\) shows that the origin adds \(\zeta(-\mu)h^{\mu+1}\) to the trapezoid sum of \(r^\mu\). Its derivative in \(\mu\) gives \(h^{\mu+1}[\zeta(-\mu)\ln h-\zeta'(-\mu)]\) for \(r^\mu\ln r\). At \(K=0\) the integrand \(4\pi r^2\phi\) is \(-8r^2\ln r+4qr^3\) plus a multiple of \(r^2\). With \(\zeta(-2)=0\), \(\zeta'(-2)=-\zeta(3)/4\pi^2\) and \(\zeta(-3)=1/120\), the error is
\[
-\frac{2\zeta(3)}{\pi^2}h^3+\frac{qh^4}{30}.
\]
At \(qh=0.05\) this predicts \(-8.2288\times10^{-4}\) eV for \(F(0)\), and the grid gives \(-8.2287\times10^{-4}\) eV once the end correction at \(R\) is removed.

## The softening radius

Inside \(r_s=d_s/\sqrt{q_1^2+q_2^2}\) the kernel is replaced by \(p_0+p_2\xi^2+p_4\xi^4\), with \(\xi=r/r_s\). Here value, slope and curvature are matched, which leaves \(d_s\) as the single setting; fixing \(p_0\) and matching two conditions is another choice, with other constants below. With \(D_1=r_s\phi'\) and \(D_2=r_s^2\phi''\) at \(r_s\), the conditions \(2p_2+4p_4=D_1\) and \(2p_2+12p_4=D_2\) give
\[
p_4=\frac{D_2-D_1}8,\qquad p_2=\frac{D_1-4p_4}2,\qquad p_0=\phi(r_s)-p_2-p_4 .
\]
The soft transform is \((4\pi/K)\int u\sin Kr\,dr\) with \(u=r\phi^s\). Near the origin \(u\) is odd, so \(u(0)=u''(0)=0\), and \(u,u',u''\) are continuous at \(r_s\). Three integrations by parts give \(-K^{-3}\int u'''\cos Kr\,dr\) with no boundary term. The fourth meets the jump of \(u'''=r\phi'''+3\phi''\), which is \(r_sJ\) with \(J=\phi'''(r_s^+)-\phi^{s\,\prime\prime\prime}(r_s^-)\), and yields \(+r_sJ\sin(Kr_s)/K^4\). To leading order for \(Kr_s\gg1\),
\[
\phi^s(K)\to 4\pi r_sJ\,\frac{\sin Kr_s}{K^5}.
\]
For equal \(q\) and \(d_s=1\) the table is 0.997 of this at \(K/q=42.2\), where \(|\sin Kr_s|=1\). At other phases the next term, smaller by a factor of order \(1/(Kr_s)\), is more visible, and near a zero of the sine it dominates.

On a uniform grid the even polynomial causes no error at the origin, because \(\zeta(-2)=\zeta(-4)=\zeta(-6)=0\). By Poisson summation the remaining error is a sum of one-dimensional transforms of \(4\pi r^2\phi^s\) at frequencies \(2\pi j/h\). These fall as the inverse fourth power, with amplitude \(4\pi r_s^2J\), so the error is of order \(r_s^2Jh^4\). For the logarithm \(-c\ln\xi\), \(c=2/\pi\), one has \(D_1=-c\), \(D_2=c\), hence \(p_4=c/4\), \(p_2=-c\), \(p_0=3c/4\) and \(J=(-2c-24p_4)/r_s^3=-8c/r_s^3\). The error then scales as \(h^4/r_s\) against \(h^3\) before, so softening pays when \(h\ll r_s\), and the smallest \(r_s\) sets the step. On a grid in \(r\) shared by all pairs that is the pair at the top of the mesh; for tables in \(d=q_1r\), where \(q_1r_s=d_s/\sqrt{1+q_2^2/q_1^2}\), it is the largest ratio \(q_2/q_1\). For equal \(q\), at \(qh=0.05\) and \(d_s=1\), the error of \(F(0)\) drops to \(-9.0\times10^{-6}\) eV. Its sign and size oscillate with the phase \(r_s/h\) (\(+1.5\times10^{-5}\) eV at \(qh=0.052\), \(-1.7\times10^{-5}\) eV at 0.055), and for \(q_2/q_1=10\) at \(q_1h=0.05\) it is \(-1.2\times10^{-4}\) eV.

## The local correction

The removed part \(\Delta\phi=\phi-\phi^s\) lives inside \(r_s\). Expanding \(j_0(Kr)=1-K^2r^2/6+\dots\) gives \(\Delta\phi_{\alpha\beta}(K)=G_{\alpha\beta}-K^2M_{\alpha\beta}/6+\dots\), with \(G_{\alpha\beta}=4\pi\int r^2\Delta\phi\,dr\) and \(M_{\alpha\beta}=4\pi\int r^4\Delta\phi\,dr\). Parseval's theorem turns \(K^2\theta_\alpha^*\theta_\beta\) into \(\nabla\theta_\alpha\cdot\nabla\theta_\beta\):
\[
\Delta E=\frac12\int\sum_{\alpha\beta}\theta_\alpha\theta_\beta G_{\alpha\beta}-\frac1{12}\sum_{\alpha\beta}M_{\alpha\beta}\int\nabla\theta_\alpha\cdot\nabla\theta_\beta+\dots
\]
In the first term both factors sit at one point, and \(\sum p_\alpha(q)p_\beta(q)G_{\alpha\beta}\) interpolates the diagonal value, which scaling fixes as \(G/q^3\):
\[
\Delta E_{\rm loc}=\frac G2\int\frac{n^2}{q^3}\,d^3r,\qquad G=4\pi\int_0^{d_0}d^2\,\Delta\phi(d,d)\,dd,\qquad d_0=\frac{d_s}{\sqrt2}.
\]
The density gradient enters through \(q\). In the uniform gas the sum rule gives \(\phi^s(0)=-G/q^3\), the gradient terms vanish, and the correction restores \(E=0\). For any other density it is the first term of a gradient expansion.

For small \(d_s\), \(G\) follows from the core expansion, the matching being linear in \(\phi\). A constant is reproduced by the polynomial and contributes nothing. For the logarithm, \(\int_0^1\xi^2\Delta\phi\,d\xi=c(\tfrac19-\tfrac14+\tfrac15-\tfrac1{28})=8c/315\). For the linear term \(b\xi\), \(b=d_0/\pi\), \(D_1=b\) and \(D_2=0\) give \(p_4=-b/8\), \(p_2=3b/4\), \(p_0=3b/8\), and the integral is \(b(\tfrac14-\tfrac18-\tfrac3{20}+\tfrac1{56})=-b/140\). Multiplying by \(4\pi d_0^3\),
\[
G=\frac{64}{315}d_0^3-\frac{d_0^4}{35}+\dots,
\]
which the computed \(G\) matches to five decimals in the ratio at \(d_s=0.05\). The second moment of the logarithmic part is \(c(\tfrac1{25}-\tfrac3{20}+\tfrac17-\tfrac1{36})=8c/1575\), so \(M_{\alpha\alpha}/G_{\alpha\alpha}=r_s^2/5\) at leading order. If \(q\) were constant, the neglected term relative to \(\Delta E_{\rm loc}\) would be \(-(r_s^2/30)\langle|\nabla\ln n|^2\rangle\), averaged with weight \(n^2\). When \(q\) varies the coefficient changes, but \(M\propto d_s^5\) and \(G\propto d_s^3\) still hold at leading order. Halving \(d_s\) then divides the correction by about 8, its relative error by 4 and its absolute error by 32.

The expansion needs \(r_s|\nabla\ln n|\) small where the integrand has weight. It fails near a heavy nucleus in an all-electron density: the cusp gives \(|\nabla\ln n|=2Z\), while \(q\) is capped at \(q_c\), so \(r_s\) cannot fall below \(d_s/\sqrt2q_c\) and the product grows with \(Z\). Already for all-electron neon the local term at \(d_s=1\) overshoots the core energy by about 18% (0.2 eV), against 1.3% for helium below.

## Worked example: the helium atom

The density is all-electron PBE/cc-pVQZ, and the nonlocal correlation energy of vdW-DF1 is evaluated on it without self-consistency. The wavenumber is \(q_0=k_F[1-(Z_{ab}/9)|\nabla n|^2/(2k_Fn)^2]-(4\pi/3)\varepsilon_c\), with \(Z_{ab}=-0.8491\) and the PW92 correlation energy per electron \(\varepsilon_c\), saturated as \(q=q_c[1-\exp(-\sum_{j=1}^{12}(q_0/q_c)^j/j)]\). The mesh has 16 points from 0.9449 Å⁻¹ to \(q_c=9.4486\) Å⁻¹, \(\lambda=1.16591\), cubic splines in \(\ln q\), and \(q_1R=20\). In the atom \(q\) has its minimum at 1.877 Å⁻¹ and is 9.066 Å⁻¹ near the nucleus, so for \(d_s=1\) the diagonal \(r_s=d_s/\sqrt2q\) is 0.377 Å at the minimum of \(q\) and 0.078 Å near the nucleus.

Take the pair \(q_1=2.0356\), \(q_2=4.3857\) Å⁻¹, with \(A=0.47704\) eV Å⁶, \(R=9.825\) Å and \(r_s=0.2068\) Å. The tail at \(K=0\) is \(-4\pi(0.47704)/(3\times9.825^3)=-2.11\times10^{-3}\) eV Å³. At \(K=0.1754\) Å⁻¹ it is \(-6.41\times10^{-4}\) eV Å³, or 2.9% of the full value 0.022194 eV Å³. The soft table there is \(-0.021400\) eV Å³; it is negative because it tends to \(-G_{\alpha\beta}\) as \(K\to0\). At 73.5 Å⁻¹ the full value is \(8.34\times10^{-4}\) eV Å³ and the soft one \(-4.2\times10^{-6}\) eV Å³. Soft table plus transformed core agrees with the \((s,t)\) integral to \(4.6\times10^{-8}\) of the peak of each table, and pointwise to \(2.8\times10^{-5}\) for \(K/q_1>0.05\).

The unsoftened tables give \(E=0.627611\) eV (0.0230643 hartree). This reference shares the density, the \(q\) interpolation and the \(K\) mesh, which ends at 73.5 Å⁻¹, so it measures the tables and the correction, and says nothing on the accuracy of the functional. With \(\tfrac12\int n^2/q^3=0.016766\) and \(G=1.75530\) eV for \(d_s=1\), \(\Delta E_{\rm loc}=1.75530\times0.016766=0.029429\) eV. Adding the soft energy, \(0.598555+0.029429=0.627984\) eV (0.0230780 hartree). The error relative to the reference falls from \(-29.06\) meV (4.6% of \(E\)) to \(+0.37\) meV (0.06%). The core energy summed in \(K\) space is 29.0566 meV and the mesh form of the local term is 29.4295 meV. Their difference, \(-0.3729\) meV, is 0.974 of the gradient term \(-0.3830\) meV, so the overshoot is the neglected second term.

| \(d_s\) | core energy (meV) | local term (meV) | final error (meV) | residual / gradient term |
|---|---|---|---|---|
| 2 | 193.20 | 202.74 | 9.54 | 0.908 |
| 1 | 29.057 | 29.429 | 0.373 | 0.974 |
| 0.5 | 3.879 | 3.892 | 0.0126 | 0.994 |

The residual relative to the core energy is \(-4.9\%\), \(-1.28\%\) and \(-0.33\%\); the last two have the ratio 3.95, against the leading-order 4. The final error falls by \(9.54/0.373=26\) and then by \(0.373/0.0126=30\), approaching 32. The numerical check printed below holds all these values. They belong to the cc-pVQZ density and are not converged in the basis to the digits shown. Near the basis limit \(E\) is lower by 0.7 meV (about 0.6269 eV), the minimum of \(q\) moves to 1.84 Å⁻¹, \(q\) near the nucleus to about 9.19 Å⁻¹, \(\tfrac12\int n^2/q^3\) to 0.01675, and the final error at \(d_s=1\) to 0.371 meV. Removing the \(q\) interpolation and the \(K\) mesh changes \(E\) by less than 0.01 meV.

For a new system, two runs give an estimate of the error left by the correction. If it scales as \(d_s^5\), the corrected energies at \(d_s\) and \(d_s/2\) differ by \(31/32\) of the error of the first. For helium, \(0.627984-0.627624=0.000360\) eV, and \(0.360\times32/31=0.372\) meV against the actual 0.373 meV. The estimate also needs the quadrature error of the tables to be small against the \(d_s^5\) error in both runs. On a uniform grid, halving \(h\) together with \(d_s\) reduces the \(h^4/r_s\) error only by 8 at leading order (7.4 for equal \(q\) starting from \(d_s=1\), \(qh=0.05\)). The helium tables use Gauss–Legendre panels, and for all three \(d_s\) the soft energy plus the core energy equals the reference to within 0.001 meV.

## Calculated quantities

```
g = 1.396263, 12 g^3 = 32.66505 (pure numbers); N = 16, lam = 1.16591, R qmin = 20
q mesh from 0.9449 to 9.4486 1/A
max rel. deviation from -A/r^6, d in [5,7], qa=qb: 8.92e-02
max rel. deviation from -A/r^6, d in [8,10], qa=qb: 3.12e-03
max rel. deviation from -A/r^6, d in [11,13], qa=qb: 9.83e-05
worst rel. deviation at d_min = 20, all ratios: 1.2e-08
m = 0: K^2 coeff 255.659 eV; K^3 coeff / (-pi^2 A/12) at kap=0.002: 0.9991
m = 5: K^2 coeff 27.545 eV; K^3 coeff / (-pi^2 A/12) at kap=0.002: 0.9993
(dphi/dln d)/(-2/pi + d/pi) at d=1e-3: 1.000000; c0 = -6.2841 eV
kap^-4 coefficient / (-8) at kap=1000: 1.0000
G / (64x^3/315 - x^4/35) at ds=0.05: 1.00000
ds=1, qa=qb: p0 = 15.0370 eV, J = -337.85 eV, soft/asymptote at kap=42.21: 0.9971
uniform grid q h=0.05: error of F(0) hard -8.2287e-04 eV (formula -8.2288e-04 eV), soft -9.0e-06 eV
real-space vs bipolar, all m: error/peak 4.6e-08, pointwise 2.8e-05
sum rule |F(0)|/|tail(0)| worst 9.9e-06; tail(0) for qa=qb: -0.23270 eV
pair qa = 2.0356, qb = 4.3857 1/A, A = 0.47704 eV A^6
R = 9.825 A, rs(ds=1) = 0.2068 A; columns in eV A^3:
K=  0.175 1/A bip 2.21939e-02 soft+core 2.21939e-02 soft -2.1400e-02 tail -6.41e-04
K=  0.814 1/A bip 3.39011e-01 soft+core 3.39011e-01 soft 2.9546e-01 tail -2.96e-05
K=  3.779 1/A bip 1.10838e+00 soft+core 1.10838e+00 soft 1.0657e+00 tail -3.47e-06
K= 17.543 1/A bip 5.46321e-02 soft+core 5.46321e-02 soft 2.6373e-02 tail 1.90e-07
K= 73.505 1/A bip 8.34028e-04 soft+core 8.34028e-04 soft -4.2140e-06 tail -1.12e-08
He: electrons 2.000000, Zab = -0.8491, min q 1.8767 1/A, q near nucleus 9.0657 1/A
K mesh 0.0378 to 73.51 1/A, 149 points; (1/2) Int n^2/q^3 = 0.016766 (pure number)
E_nl, unsoftened bipolar tables = 0.627611 eV = 0.0230643 hartree
ds=2.0: G = 12.09256 eV, E_soft = 0.434409 eV, core dE = 193.2020 meV
   local 202.7436 meV (q-mesh form 202.7456 meV), gradient term -10.5128 meV
   residual/dE = -0.04940, residual/gradient term = 0.9078
   E_soft+local = 0.637153 eV = 0.0234149 hartree, error 9.5416 meV
ds=1.0: G = 1.75530 eV, E_soft = 0.598555 eV, core dE = 29.0566 meV
   local 29.4293 meV (q-mesh form 29.4295 meV), gradient term -0.3830 meV
   residual/dE = -0.01284, residual/gradient term = 0.9740
   E_soft+local = 0.627984 eV = 0.0230780 hartree, error 0.3727 meV
ds=0.5: G = 0.23212 eV, E_soft = 0.623732 eV, core dE = 3.8792 meV
   local 3.8918 meV (q-mesh form 3.8918 meV), gradient term -0.0127 meV
   residual/dE = -0.00325, residual/gradient term = 0.9942
   E_soft+local = 0.627624 eV = 0.0230647 hartree, error 0.0126 meV
relative residual ratio ds=1 over ds=0.5: 3.946
```
